# Jahn–Teller stabilization of a doubly degenerate point defect

A vacancy or impurity in a semiconductor may bind one electron in a level that has two orbitals of equal energy. Moving the neighbouring atoms off their symmetric positions splits the level, and the electron takes the lower branch. The electronic gain is linear in the displacement and the elastic cost is quadratic, so the symmetric site is unstable. The energy recovered enters the formation energy of the defect, and through it the charge transition levels and the equilibrium concentration. The questions are how large this energy is, and when it may be used as a thermodynamic quantity.

## Setting and assumptions

Two real orbitals form a doublet E of a trigonal defect ($C_{3v}$) or a cubic one ($T_d$). They hold one electron, and they couple to one doubly degenerate vibration $e$ with coordinates $Q_1,Q_2$ and mass $M$. The assumptions are:

1. The elastic energy is $\tfrac12K(Q_1^2+Q_2^2)$, with $K>0$.
2. The electronic coupling is kept to first order in $Q$.
3. Spin-orbit coupling and all other electronic levels are neglected.

Energies are measured from the undistorted doublet. The matrices $\sigma_z=\mathrm{diag}(1,-1)$ and $\sigma_x$, with off-diagonal elements 1, act on the two orbitals, not on spin.

## The form of the coupling

**Lemma 1.** Under these assumptions, and with a suitable sign of $Q_2$, the energy matrix is

$$V=\tfrac12K(Q_1^2+Q_2^2)\,\mathbf 1+F(Q_1\sigma_z+Q_2\sigma_x).$$

*Proof.* Without spin-orbit coupling, time reversal makes the matrix real and symmetric in real orbitals. It is therefore a combination of $\mathbf 1,\sigma_z,\sigma_x$. A rotation $D$ of the orbitals by $\theta$ gives, by direct multiplication,

$$D\sigma_zD^T=\cos2\theta\,\sigma_z+\sin2\theta\,\sigma_x,\qquad
D\sigma_xD^T=-\sin2\theta\,\sigma_z+\cos2\theta\,\sigma_x .$$

For $\theta=120^\circ$ the doubled angle is $240^\circ$, equivalent to $-120^\circ$. The pair $(\sigma_z,-\sigma_x)$ thus turns by $+120^\circ$, as $(Q_1,Q_2)$ does. Two pairs that turn together have two bilinear invariants, their dot and cross products:

$$Q_1\sigma_z-Q_2\sigma_x,\qquad Q_1\sigma_x+Q_2\sigma_z .$$

There are no others: the remaining bilinear combinations turn by $240^\circ$ and are not invariant. The mirror that reverses the second orbital and $Q_2$ sends $\sigma_x\to-\sigma_x$. It preserves the first expression and reverses the second, which is excluded. A term $Q_i\mathbf 1$ is excluded because $Q$ itself turns. Renaming $-Q_2$ as $Q_2$ gives the stated form. In $T_d$, the twofold rotations about the cube axes act as the identity on an E doublet, and the remaining operations act through the same matrices as $C_{3v}$. $\square$

## The static energy

**Theorem 1.** For classical nuclei at rest, the lowest energy is

$$E_{\min}=-E_{JT},\qquad E_{JT}=\frac{F^2}{2K},$$

reached at every point of the circle $\rho=\sqrt{Q_1^2+Q_2^2}=\rho_0=|F|/K$.

*Proof.* Since $\sigma_z\sigma_x+\sigma_x\sigma_z=0$ and $\sigma_z^2=\sigma_x^2=\mathbf 1$,

$$(Q_1\sigma_z+Q_2\sigma_x)^2=(Q_1^2+Q_2^2)\mathbf 1=\rho^2\mathbf 1 .$$

This matrix has zero trace, so its eigenvalues are $+\rho$ and $-\rho$. We may take $F>0$, because $Q\to-Q$ reverses its sign. Then

$$E_\pm=\tfrac12K\rho^2\pm F\rho,\qquad
E_-=\tfrac12K\left(\rho-\frac FK\right)^2-\frac{F^2}{2K}.$$

The square vanishes at $\rho=F/K$, whatever the direction of $Q$. $\square$

At the minimum the electron gains $F\rho_0=F^2/K=2E_{JT}$, and half of this is spent on elastic energy. The vertical gap to the upper sheet is $2F\rho_0=4E_{JT}$.

**Remark on conventions.** Here $F$ is half the splitting per unit displacement. If $F'=2F$ denotes the whole splitting slope, the same energy reads $F'^2/(8K)$. A change of scale $Q=\lambda Q'$ turns $F$ into $\lambda F$ and $K$ into $\lambda^2K$, and leaves $F^2/(2K)$ unchanged. $F$ and $K$ must therefore refer to the same coordinate.

**Remark on symmetric relaxation.** A fully symmetric mode contributes $F_aQ_a+\tfrac12K_aQ_a^2$ to both orbitals. Its minimum, at $Q_a=-F_a/K_a$, is $-F_a^2/(2K_a)$. This energy is additional and does not split the doublet.

**Remark on spin-orbit coupling.** In the trigonal case, for a fixed spin along the axis, it adds $\pm\tfrac12\lambda\sigma_y$, with $\lambda>0$ the splitting at $Q=0$. Because $\sigma_y$ anticommutes with $\sigma_z$ and $\sigma_x$, the lower sheet becomes $\tfrac12K\rho^2-\sqrt{F^2\rho^2+\lambda^2/4}$. Its slope is $\rho\,(K-F^2/\sqrt{F^2\rho^2+\lambda^2/4})$. A distorted minimum requires the root to equal $F^2/K=2E_{JT}$, which is possible at $\rho>0$ if $\lambda<4E_{JT}$. There $\tfrac12K\rho^2=E_{JT}-\lambda^2/(16E_{JT})$, and the gain from the symmetric energy $-\lambda/2$ is

$$-\frac\lambda2-\left(E_{JT}-\frac{\lambda^2}{16E_{JT}}-2E_{JT}\right)
=E_{JT}\left(1-\frac{\lambda}{4E_{JT}}\right)^2 .$$

For $\lambda\ge4E_{JT}$ the defect does not distort in this model.

## Tetragonal defects

In $C_{4v}$ a quarter turn doubles to $180^\circ$ and reverses both $\sigma_z$ and $\sigma_x$. An $e$ mode turns by $90^\circ$ and cannot compensate this sign. Two nondegenerate modes, $b_1$ and $b_2$, can, and they couple to $\sigma_z$ and $\sigma_x$ with unrelated constants.

**Proposition 1.** The static stabilization is then the larger of $F_1^2/(2K_1)$ and $F_2^2/(2K_2)$, not their sum.

*Proof.* The lower electronic eigenvalue is $-\sqrt{F_1^2Q_1^2+F_2^2Q_2^2}$, which is the minimum of $F_1Q_1n_1+F_2Q_2n_2$ over unit vectors $n$. For fixed $n$, minimizing over $Q$ gives $Q_i=-F_in_i/K_i$ and the energy

$$-n_1^2\frac{F_1^2}{2K_1}-n_2^2\frac{F_2^2}{2K_2},\qquad n_1^2+n_2^2=1 .$$

This is minus a weighted average of the two gains, and its minimum puts all the weight on the larger. $\square$

## Occupation and charge transition levels

**Proposition 2.** With $n_-$ electrons in the lower orbital and $n_+$ in the upper, the static gain is $(n_--n_+)^2E_{JT}$, apart from electron repulsion.

*Proof.* Put $d=n_--n_+$. The energy $\tfrac12K\rho^2-dF\rho$ has its minimum at $\rho=dF/K$, with value $-d^2F^2/(2K)$. $\square$

One electron ($e^1$) and one hole ($e^3$) each gain $E_{JT}$. Without repulsion, two electrons paired in one orbital gain $4E_{JT}$. Repulsion adds a cost of pairing and can also mix the two-electron configurations, which changes both the distortion and the gain. Two electrons with parallel spins occupy both orbitals and gain nothing, as does the full shell $e^4$.

The formation energy of charge state $q$ contains $E_q+qE_F$, with $E_F$ the Fermi level. The neutral and positive states are equally favourable at $E_F=E_0-E_+$. If the neutral donor is $e^1$ and its ion is $e^0$, the coupling lowers this level by $E_{JT}$. For an acceptor that is $e^3$ when neutral and $e^4$ when negative, $E_F=E_--E_0$ rises by $E_{JT}$. Both levels move deeper into the gap when the donor lies near the conduction band and the acceptor near the valence band. These are static shifts, with all other contributions held fixed.

## Quantum nuclei

Let $\omega=\sqrt{K/M}$ and $Q_i=\sqrt{\hbar/(M\omega)}\,q_i$. Then

$$\frac H{\hbar\omega}=\tfrac12\sum_i(p_i^2+q_i^2)+k(q_1\sigma_z+q_2\sigma_x),\qquad
k^2=\frac{F^2}{K\hbar\omega}=\frac{2E_{JT}}{\hbar\omega}.$$

The uncoupled defect has zero-point energy $\hbar\omega$, one half quantum for each coordinate. The vibronic stabilization is therefore $\hbar\omega-E_0$, where $E_0$ is the lowest level of $H$.

**Theorem 2.** For every coupling strength, $E_{JT}\le\hbar\omega-E_0\le2E_{JT}$.

*Proof.* Let $a_i=(q_i+ip_i)/\sqrt2$, and define $b_1=a_1+(k/\sqrt2)\sigma_z$ and $b_2=a_2+(k/\sqrt2)\sigma_x$. Because $\sigma_z^2=\mathbf 1$ and $a_1+a_1^\dagger=\sqrt2\,q_1$,

$$b_1^\dagger b_1=a_1^\dagger a_1+kq_1\sigma_z+\tfrac12k^2,$$

and likewise for $b_2$ with $q_2\sigma_x$. Adding the two and using $\tfrac12\sum(p_i^2+q_i^2)=1+\sum a_i^\dagger a_i$ gives

$$\frac H{\hbar\omega}=1-k^2+\sum_ib_i^\dagger b_i\ \ge\ 1-k^2 .$$

Since $k^2\hbar\omega=2E_{JT}$, this is the upper limit on the stabilization. For the lower limit, take the first orbital and the oscillator ground state shifted to $q_1=-k$. The $\sigma_x$ term averages to zero, and the energy is $1+\tfrac12k^2-k^2=1-\tfrac12k^2$. The true ground level cannot lie higher. $\square$

**Weak coupling.** The coupling has no first-order effect. In second order each coordinate connects the ground state to one quantum, with $|\langle1|q_i|0\rangle|^2=\tfrac12$ and energy denominator 1. The shift is $-k^2\cdot\tfrac12(\sigma_z^2+\sigma_x^2)=-k^2$. The stabilization thus tends to $2E_{JT}$, twice the static value.

**Strong coupling.** Let $r,\varphi$ be polar coordinates of $(q_1,q_2)$. The lower electronic state is

$$\chi=\bigl(-\sin\tfrac\varphi2,\ \cos\tfrac\varphi2\bigr),$$

which changes sign when $\varphi$ grows by $2\pi$. The total wave function $\chi\,g(r,\varphi)$ must be single-valued, so $g\propto e^{ij\varphi}$ with half-integer $j$. From $\chi\cdot\chi'=0$ and $\chi\cdot\chi''=-\tfrac14$, the angular kinetic energy in the lower sheet is $(j^2+\tfrac14)/(2r^2)$. Writing the radial part as $u/\sqrt r$ contributes $-1/(8r^2)$, which cancels the $\tfrac14$:

$$\left[-\frac12\frac{d^2}{dr^2}+\frac{j^2}{2r^2}+\frac12(r-k)^2-\frac{k^2}2\right]u=\frac E{\hbar\omega}\,u .$$

For large $k$ the motion is a narrow oscillation about $r=k$. With $j=\pm\tfrac12$,

$$E_0\approx-E_{JT}+\frac{\hbar\omega}2+\frac{(\hbar\omega)^2}{16E_{JT}} .$$

Expanding $1/r^2$ about $r=k$, with $\langle(r-k)^2\rangle=\tfrac12$, gives the next term $3\hbar\omega/(16k^4)$. Coupling to the upper sheet has matrix elements of order $k^{-2}$ across a gap $2k^2$, and so enters at order $k^{-6}$. The stabilization exceeds $E_{JT}$ by nearly $\hbar\omega/2$, because motion along the trough meets no restoring force and loses its half quantum.

## Free energy and concentration

**Theorem 3.** Let $\beta=1/(k_BT)$ and $\varepsilon=\beta E_{JT}$. For classical nuclei, the partition function divided by that of the uncoupled doublet with the same $K$ and $M$ is

$$R=1+\sqrt{\pi\varepsilon}\;e^{\varepsilon}\,\mathrm{erf}\sqrt\varepsilon .$$

*Proof.* The momentum integrals cancel. Both sheets contribute, so the displacement integral is

$$\int_0^\infty2\pi\rho\,d\rho\;e^{-\beta K\rho^2/2}\,2\cosh(\beta F\rho),$$

and without coupling it is $4\pi/(\beta K)$. With $s=\rho\sqrt{\beta K}$ and $a=F\sqrt{\beta/K}$, so that $a^2=2\varepsilon$, the ratio is

$$R=\int_0^\infty s\,e^{-s^2/2}\cosh(as)\,ds
=1+a\int_0^\infty e^{-s^2/2}\sinh(as)\,ds,$$

by partial integration. Completing squares in the two exponentials of $\sinh$ gives

$$\int_0^\infty e^{-s^2/2}\sinh(as)\,ds
=\tfrac12e^{a^2/2}\left[\int_{-a}^\infty-\int_a^\infty\right]e^{-t^2/2}dt
=e^{a^2/2}\int_0^ae^{-t^2/2}dt .$$

The last integral is $\sqrt{\pi/2}\,\mathrm{erf}(a/\sqrt2)$. Inserting $a=\sqrt{2\varepsilon}$ gives the result. $\square$

The free-energy change is $\Delta G=-k_BT\ln R$. For small $\varepsilon$, $\mathrm{erf}\sqrt\varepsilon\approx2\sqrt{\varepsilon/\pi}$, so $R\approx1+2\varepsilon$ and $\Delta G\to-2E_{JT}$. For large $\varepsilon$,

$$\Delta G\approx-E_{JT}-\tfrac12k_BT\ln(\pi\varepsilon).$$

The logarithm reflects the thermally accessible area of the trough: its circumference $2\pi\rho_0$ times the thermal width $\sqrt{2\pi/(\beta K)}$, divided by $4\pi/(\beta K)$, is $\sqrt{\pi\varepsilon}$. If neglected terms make the energy vary along the trough by an amount comparable with $k_BT$, this factor changes. These classical forms also require $k_BT$ not small compared with $\hbar\omega$. As $T\to0$ only the vibronic ground doublet is occupied, and $\Delta G$ tends to $-(\hbar\omega-E_0)$ rather than $-E_{JT}$.

At low concentration, each site holds the defect with a probability proportional to the defect's internal partition function. $R$ therefore multiplies the equilibrium concentration of the charge state concerned, at fixed chemical potentials, Fermi level and other contributions. If the formation energy was computed for the relaxed, distorted defect, $E_{JT}$ is already in it, and $R$ is replaced by $Re^{-\varepsilon}$, with the vibrational free energy of the $e$ mode taken as that of the uncoupled oscillator, not from harmonic frequencies at the distorted minimum. The orbital degeneracy 2 of the uncoupled doublet, by which $R$ was normalized, must still be counted as a separate factor.

**Quantum correction.** Taking the trace in plane waves replaces the kinetic energy by $(\mathbf p-i\hbar\nabla)^2/2M$, whose terms are $p^2$, $-2i\hbar\,\mathbf p\cdot\nabla$ and $-\hbar^2\nabla^2$, each over $2M$. Odd powers of $\hbar$ come with an odd number of factors $\mathbf p$ and vanish on integration over momentum. The relative correction to $R$ therefore starts at order $\hbar^2$.

## A model defect

Take round parameters: $F=2$ eV/Å, $K=8$ eV/Å$^2$ and $M=30$ u. Then

$$\rho_0=\frac28=0.25\ \text{Å},\qquad
E_{JT}=\frac{2^2}{2\cdot8}=0.25\ \text{eV},\qquad
4E_{JT}=1.0\ \text{eV}.$$

Direct minimization of the diagonalized energy gives the same minimum. The donor level falls by 0.25 eV and the acceptor level rises by as much. In a tetragonal variant with $F_1=2$, $F_2=1.5$ eV/Å and $K_1=8$, $K_2=6$ eV/Å$^2$, the separate gains are 0.25 and 0.1875 eV. The minimum found is $-0.25$ eV, in agreement with Proposition 1.

The vibrational quantum is $\hbar\omega=0.0334$ eV, so $k^2=0.5/0.0334\approx15$ and the coupling is strong. The formula for $E_0$ gives

$$-0.2500+0.0167+0.0003=-0.2330\ \text{eV},$$

and diagonalization agrees to within $4\times10^{-5}$ eV. The next term, $3\hbar\omega/(16k^4)\approx3\times10^{-5}$ eV, accounts for most of the difference. The vibronic stabilization is 0.266 eV, or 1.07 times $E_{JT}$. At $k^2=0.001$ the same ratio is 1.999, close to the weak-coupling limit.

At 1200 K, $k_BT=0.1034$ eV and $\varepsilon=2.418$. The factor $e^\varepsilon$ is 11.2, whereas $R=31.1$. The static energy alone would underestimate the effect on the concentration by a factor $31.1/11.2\approx2.8$. The free energy falls by 0.355 eV, about 1.4 times $E_{JT}$. At 300 K, $\varepsilon=9.67$ and the corresponding factor is $\sqrt{\pi\varepsilon}\approx5.5$. These factors assume a flat trough. A quadratic coupling that puts barriers of 0.05 eV along the trough would roughly halve the 300 K factor, measured from the new minimum.

Summing over the vibronic levels instead of integrating classically raises $R$ by 0.2% at 1200 K and by 6% at 300 K, relative to the classical values. The correction grows quickly on cooling and exceeds a factor of 2 at 77 K, where the classical formula no longer applies. Halving $\hbar\omega$ at 1200 K, with $E_{JT}$ fixed, reduces the quantum correction by a factor 3.997, as expected for a leading term in $\hbar^2$. The full values are in the numerical output below.

## Computed values

```
Coupling F = 2.00 eV/angstrom
Spring constant K = 8.00 eV/angstrom^2
Mode mass M = 30.0 u
Linear invariants, trigonal E with e mode: 1
Linear invariants, tetragonal E with e, b1, b2 modes: 0, 1, 1
Trough radius F/K = 0.2500 angstrom
Static stabilization F^2/(2K) = 0.2500 eV
Minimum found numerically = -0.250000 eV
Vertical gap at the minimum = 1.0000 eV
Static gain for e0 = 0.0000 eV
Static gain for e1 = 0.2500 eV
Static gain for e2 low spin = 1.0000 eV
Static gain for e2 high spin = 0.0000 eV
Static gain for e3 = 0.2500 eV
Static gain for e4 = 0.0000 eV
Donor level shift (e0/e1) = -0.2500 eV
Acceptor level shift (e3/e4) = +0.2500 eV
Tetragonal F1, K1 = 2.00 eV/angstrom, 8.00 eV/angstrom^2
Tetragonal F2, K2 = 1.50 eV/angstrom, 6.00 eV/angstrom^2
Tetragonal gains b1, b2 = 0.2500, 0.1875 eV
Tetragonal minimum found numerically = -0.250000 eV
Sign of electronic state after one loop = -1
Vibrational quantum hbar omega = 0.03339 eV
Dimensionless coupling k^2 = 14.976
Vibronic ground energy, diagonalization = -0.232995 eV
Vibronic ground energy, strong-coupling formula = -0.233028 eV
Vibronic stabilization hbar omega - E0 = 0.26638 eV
Vibronic stabilization / E_JT = 1.0655
Same ratio at k^2 = 0.001: 1.9990
T = 300 K: kT = 0.02585 eV, E_JT/kT = 9.6704
  naive factor exp(E_JT/kT) = 15842
  classical R = 87320, quantum R = 92523
  free-energy change, classical = -0.29413 eV
  free-energy change, quantum = -0.29562 eV
T = 1200 K: kT = 0.10341 eV, E_JT/kT = 2.4176
  naive factor exp(E_JT/kT) = 11.219
  classical R = 31.057, quantum R = 31.119
  free-energy change, classical = -0.35529 eV
  free-energy change, quantum = -0.35550 eV
Quantum R at 1200 K with hbar omega halved = 31.072
Ratio of quantum corrections on halving = 3.997
```
